# Lowest massless Dirac mode in a spherical bag for kappa = -1: test program

```python
"""Lowest modes of a Dirac particle in a spherical bag.

Result under test: for mass zero and kappa = -1 the lowest positive energy is
E = x/R (hbar = c = 1), x = 2.0428 being the first root of j0(x) = j1(x).
Symbols: psi = (P chi_kappa, i Q chi_-kappa)/r, sigma_r chi_kappa = -chi_-kappa,
P' + kappa P/r = (E+m) Q,  Q' - kappa Q/r = -(E-m) P,  k^2 = E^2 - m^2.
Bag condition: -i gamma_r psi = psi at r = R, equivalent to Q(R) = -P(R).
Lengths are in units of R and energies in units of hbar c/R unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn as jn

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def orders(kappa):
    """Orbital orders of the upper and lower components."""
    upper = kappa if kappa > 0 else -kappa - 1
    return upper, upper - int(np.sign(kappa))


def radial(kappa, k, energy, mass, r):
    """Regular free solution P, Q from spherical Bessel functions."""
    l_up, l_low = orders(kappa)
    ratio = np.sign(kappa) * k / (energy + mass)
    return r * jn(l_up, k * r), ratio * r * jn(l_low, k * r)


def spinor(kappa, k, energy, mass, pos):
    """Explicit Cartesian four-spinor for kappa = -1, 1, -2, 2."""
    r = np.linalg.norm(pos)
    sigma_r = np.einsum('i,ijk->jk', pos / r, PAULI)
    if abs(kappa) == 1:
        chi_neg = np.array([0.6, 0.8j])
    else:
        chi_neg = np.array([(pos[0] + 1j * pos[1]) / r, 0])
    chi_pos = -sigma_r @ chi_neg
    up, low = (chi_neg, chi_pos) if kappa < 0 else (chi_pos, chi_neg)
    p, q = radial(kappa, k, energy, mass, r)
    return np.concatenate([p * up, 1j * q * low]) / r


def bag_level(kappa, mass=0.0, sign=1, wall=1):
    """First k > 0 satisfying Q(1) = -wall * P(1)."""
    def mismatch(k):
        energy = sign * np.sqrt(k * k + mass * mass)
        p, q = radial(kappa, k, energy, mass, 1.0)
        return q + wall * p
    grid = np.linspace(0.05, 9.0, 600)
    values = np.array([mismatch(k) for k in grid])
    i = np.where(values[:-1] * values[1:] < 0)[0][0]
    return brentq(mismatch, grid[i], grid[i + 1], xtol=1e-13)


def integrate(energy, mass, start, end, initial):
    """Numerical integration of the kappa = -1 radial equations."""
    def rhs(r, y):
        return [y[0] / r + (energy + mass) * y[1],
                -y[1] / r - (energy - mass) * y[0]]
    sol = solve_ivp(rhs, (start, end), initial, method='DOP853',
                    rtol=1e-10, atol=1e-14)
    assert sol.success
    return sol.y[:, -1]


def inside(energy, mass):
    r0 = 1e-3
    k2 = energy**2 - mass**2
    return integrate(energy, mass, r0, 1.0,
                     [r0 - k2 * r0**3 / 6, -(energy - mass) * r0**2 / 3])


def finite_wall(outer_mass, low, high):
    """Massless interior joined to an exterior of the given mass."""
    def mismatch(energy):
        p_in, q_in = inside(energy, 0.0)
        begin = 1 + 20 / abs(outer_mass)
        p_out, q_out = integrate(energy, outer_mass, begin, 1.0,
                                 [1.0, -np.sign(outer_mass)])
        return (p_in * q_out - q_in * p_out) / np.hypot(p_out, q_out)
    return brentq(mismatch, low, high, xtol=1e-10)


# Free solutions: radial equations and full three-dimensional Dirac equation.
zero = np.zeros((2, 2))
alpha = [np.block([[zero, s], [s, zero]]) for s in PAULI]
beta = np.diag([1, 1, -1, -1])
point, step, k_test, m_test = np.array([0.5, -0.4, 0.7]), 1e-4, 1.3, 0.7
for kappa in (-1, 1, -2, 2):
    for sign in (1, -1):
        e_test = sign * np.hypot(k_test, m_test)
        args = (kappa, k_test, e_test, m_test)
        r = 0.9
        p, q = radial(*args, r)
        plus, minus = radial(*args, r + step), radial(*args, r - step)
        dp, dq = [(a - b) / (2 * step) for a, b in zip(plus, minus)]
        assert abs(dp + kappa * p / r - (e_test + m_test) * q) < 1e-6
        assert abs(dq - kappa * q / r + (e_test - m_test) * p) < 1e-6
        psi = spinor(*args, point)
        h_psi = m_test * beta @ psi
        for axis in range(3):
            d = step * np.eye(3)[axis]
            slope = (spinor(*args, point + d) - spinor(*args, point - d))
            h_psi = h_psi - 1j * alpha[axis] @ slope / (2 * step)
        assert np.linalg.norm(h_psi - e_test * psi) < 1e-6

# Massless bag levels, and the spinor form of the boundary condition.
x0 = bag_level(-1)
levels = {kappa: bag_level(kappa) for kappa in (-1, 1, -2, 2)}
unit = point / np.linalg.norm(point)
gamma_r = beta @ sum(unit[i] * alpha[i] for i in range(3))
for kappa, x in levels.items():
    psi = spinor(kappa, x, x, 0.0, unit)
    assert np.linalg.norm(-1j * gamma_r @ psi - psi) < 1e-10
assert abs(x0 - 2.0428) < 5e-5
assert abs(np.tan(x0) - x0 / (1 - x0)) < 1e-9
x_shoot = brentq(lambda e: sum(inside(e, 0.0)), 1.8, 2.3, xtol=1e-11)
assert abs(x_shoot - x0) < 1e-7
x_negative = bag_level(-1, sign=-1)
x_opposite = bag_level(-1, wall=-1)
assert abs(x_negative - levels[1]) < 1e-10
assert abs(x_opposite - levels[1]) < 1e-10

# Exactly one root below pi; Newton iteration with the analytic slope.
def f(x):
    return x * np.sin(x) + x * np.cos(x) - np.sin(x)


def f_slope(x):
    return (1 - x) * np.sin(x) + x * np.cos(x)


grid = np.linspace(1e-3, np.pi, 5000)
assert np.allclose(f(grid), grid**2 * (jn(0, grid) - jn(1, grid)), atol=1e-10)
assert np.sum(f(grid[:-1]) * f(grid[1:]) < 0) == 1
assert np.allclose((f(grid + 1e-5) - f(grid - 1e-5)) / 2e-5,
                   f_slope(grid), atol=1e-7)
newton = [2.0]
for _ in range(3):
    newton.append(newton[-1] - f(newton[-1]) / f_slope(newton[-1]))
assert abs(newton[-1] - x0) < 1e-10

# The bag as the limit of a heavy exterior, for either sign of its mass.
walls = []
for outer in (50, 100, 200, 400):
    x_wall = finite_wall(outer, 1.8, 2.2)
    walls.append((outer, x_wall, 2 * outer * (1 - x_wall / x0)))
assert abs(walls[-1][2] - 1) < 0.02
assert abs(walls[-1][2] - 1) < abs(walls[0][2] - 1)
x_neg_wall = finite_wall(-400, 3.6, 4.0)
assert abs(800 * (1 - x_neg_wall / x_opposite) - 1) < 0.03

# Weights of the two components: quadrature against closed forms.
upper = quad(lambda t: (t * jn(0, t))**2, 0, x0)[0]
lower = quad(lambda t: (t * jn(1, t))**2, 0, x0)[0]
assert abs(upper - (x0 / 2 - np.sin(2 * x0) / 4)) < 1e-10
assert abs(lower - (x0 / 2 + np.sin(2 * x0) / 4 - np.sin(x0)**2 / x0)) < 1e-10
assert abs(upper + lower - (x0 - np.sin(x0)**2 / x0)) < 1e-10

# Worked example in MeV, without and with a mass.
radius_fm, mass_mev = 1.0, 100.0
hbar_c = const.hbar * const.c / const.e * 1e9  # MeV fm
scale = hbar_c / radius_fm
mu = mass_mev / scale
x_mass = bag_level(-1, mass=mu)
e_mass = np.hypot(x_mass, mu)
assert abs(np.tan(x_mass) - x_mass / (1 - e_mass - mu)) < 1e-9
e_shoot = brentq(lambda e: sum(inside(e, mu)), e_mass - 0.2, e_mass + 0.2,
                 xtol=1e-11)
assert abs(e_shoot - e_mass) < 1e-7

print(f"lowest massless kappa=-1 root kR = {x0:.6f} (dimensionless)")
print(f"same root by integrating the radial equations = {x_shoot:.6f}")
print(f"j0 at root = {jn(0, x0):.6f}, j1 at root = {jn(1, x0):.6f}")
print(f"f(2) = {f(2.0):.6f}, f'(2) = {f_slope(2.0):.6f}")
for i, value in enumerate(newton):
    print(f"Newton iterate {i}: x = {value:.8f}")
for kappa, x in levels.items():
    print(f"lowest positive massless level, kappa={kappa:+d}: ER = {x:.4f}")
print(f"negative level nearest zero, kappa=-1: ER = {-x_negative:.4f}")
print(f"kappa=-1 with opposite wall Q=+P: ER = {x_opposite:.4f}")
for outer, x_wall, coefficient in walls:
    print(f"outside MR = {outer}: ER = {x_wall:.6f}, "
          f"2MR(1-x_M/x0) = {coefficient:.4f}")
print(f"outside MR = -400: ER = {x_neg_wall:.6f}")
print(f"upper integral = {upper:.6f}, lower integral = {lower:.6f}")
print(f"sum of integrals = {upper + lower:.6f}")
print(f"lower-component weight = {lower / (upper + lower):.4f}")
print(f"bag radius R = {radius_fm:.1f} fm")
print(f"hbar c = {hbar_c:.4f} MeV fm")
print(f"massless energy = {x0 * scale:.2f} MeV")
print(f"model mass = {mass_mev:.1f} MeV, mR = {mu:.5f}")
print(f"massive root kR = {x_mass:.5f}, ER = {e_mass:.5f}")
print(f"massive energy = {e_mass * scale:.2f} MeV")
print("OK")
```

It prints:

```
lowest massless kappa=-1 root kR = 2.042787 (dimensionless)
same root by integrating the radial equations = 2.042787
j0 at root = 0.436005, j1 at root = 0.436005
f(2) = 0.077004, f'(2) = -1.741591
Newton iterate 0: x = 2.00000000
Newton iterate 1: x = 2.04421460
Newton iterate 2: x = 2.04278842
Newton iterate 3: x = 2.04278694
lowest positive massless level, kappa=-1: ER = 2.0428
lowest positive massless level, kappa=+1: ER = 3.8115
lowest positive massless level, kappa=-2: ER = 3.2039
lowest positive massless level, kappa=+2: ER = 5.1231
negative level nearest zero, kappa=-1: ER = -3.8115
kappa=-1 with opposite wall Q=+P: ER = 3.8115
outside MR = 50: ER = 2.022463, 2MR(1-x_M/x0) = 0.9949
outside MR = 100: ER = 2.032599, 2MR(1-x_M/x0) = 0.9974
outside MR = 200: ER = 2.037687, 2MR(1-x_M/x0) = 0.9987
outside MR = 400: ER = 2.040235, 2MR(1-x_M/x0) = 0.9994
outside MR = -400: ER = 3.806781
upper integral = 1.223868, lower integral = 0.430584
sum of integrals = 1.654453
lower-component weight = 0.2603
bag radius R = 1.0 fm
hbar c = 197.3270 MeV fm
massless energy = 403.10 MeV
model mass = 100.0 MeV, mR = 0.50677
massive root kR = 2.24904, ER = 2.30543
massive energy = 454.92 MeV
OK
```
